\section*{Thermal current noise of a resistive memory cell and its column}

\section{Problem}

A resistive memory cell has conductance $G=10\ \mu\mathrm{S}$ and temperature $T=300$ K. One terminal is driven by a noiseless voltage source. The other is held at a virtual ground, which fixes its potential and takes up whatever current flows. The current is recorded in a bandwidth $B=100$ MHz.

\begin{enumerate}
\item[(a)] Derive the spectral density of the current noise at zero bias.
\item[(b)] Find the root-mean-square (rms) noise current, and say what kind of bandwidth $B$ must be.
\item[(c)] Recover the result by counting electrons in a tunnel contact. What changes when a read voltage $V=0.2$ V is applied?
\item[(d)] A column joins 128 independent cells, with conductances evenly spaced from 5 to 15 $\mu$S, at one virtual ground. Find its thermal noise and compare it with the read current.
\item[(e)] Take the cell to be a hafnium-oxide filament 5 nm long and 5 nm wide. How large are the effects left out of (b)?
\end{enumerate}

\section{Solution}

\subsection{(a) Spectral density}

Let $S(f)$ be the one-sided spectral density: the variance of the current is the integral of $S$ over positive frequencies. The conductor is linear, $G$ does not depend on frequency, and at first $hf\ll k_BT$. We represent the conductor as a noiseless conductance $G$ in parallel with a source of noise current $i_n(t)$. When the terminals are held at equal potential, no current flows through $G$, so $i_n$ is the short-circuit noise current we seek.

Connect a lossless inductor $L$ and capacitor $C$ in parallel with the conductor and let everything reach equilibrium at $T$. The voltage $V_C$ on the capacitor enters the energy through $CV_C^2/2$, so its Boltzmann weight is $e^{-aV_C^2}$ with $a=C/(2k_BT)$. The Gaussian average is
\begin{equation}
\langle V_C^2\rangle=\frac{\int V_C^2e^{-aV_C^2}\,dV_C}{\int e^{-aV_C^2}\,dV_C}
=\frac{1}{2a}=\frac{k_BT}{C}.
\label{eq:equi}
\end{equation}

The same fluctuation must be produced by $i_n$, since $L$ and $C$ have no losses and add no noise. With $\omega=2\pi f$, the circuit impedance $Z$ obeys
\begin{equation}
\frac1Z=G+iy,\qquad y=\omega C-\frac{1}{\omega L},\qquad
\langle V_C^2\rangle=\int_0^\infty \frac{S(f)}{G^2+y^2}\,df .
\label{eq:response}
\end{equation}

We first need the integral without $S$. As $\omega$ runs from $0$ to $\infty$, $y$ runs from $-\infty$ to $\infty$. Multiplying the definition of $y$ by $\omega$ gives $C\omega^2-y\omega-1/L=0$, whose positive root is
\begin{equation}
\omega=\frac{y+\sqrt{y^2+4C/L}}{2C},\qquad
\frac{d\omega}{dy}=\frac{1}{2C}\left(1+\frac{y}{\sqrt{y^2+4C/L}}\right).
\end{equation}
The second term in the bracket is odd in $y$ and integrates to zero against the even function $1/(G^2+y^2)$. Hence
\begin{equation}
\int_0^\infty\frac{df}{G^2+y^2}
=\frac{1}{2\pi}\,\frac{1}{2C}\int_{-\infty}^{\infty}\frac{dy}{G^2+y^2}
=\frac{1}{4\pi C}\,\frac{\pi}{G}=\frac{1}{4GC}.
\label{eq:area}
\end{equation}

Now increase $C$ while keeping $LC$ fixed. The resonance stays at $f_0=1/(2\pi\sqrt{LC})$. Near it $y\simeq2C(\omega-\omega_0)$, so the half-power points $y=\pm G$ are separated by $\Delta f=G/(2\pi C)$, which shrinks to zero. Outside any fixed interval around $f_0$, the weight $1/(G^2+y^2)$ is at most $1/y^2$. Its integral there falls as $1/C^2$, while the full integral \eqref{eq:area} falls as $1/C$. For a bounded, smooth $S$, the resonator therefore selects $S(f_0)$, and \eqref{eq:equi} and \eqref{eq:response} give
\begin{equation}
\frac{S(f_0)}{4GC}=\frac{k_BT}{C}
\quad\Longrightarrow\quad S(f_0)=4k_BTG .
\label{eq:S}
\end{equation}
Since $f_0$ can be chosen freely within the classical range, the spectrum is white there. The noise depends on the conductor through $G$ and $T$ alone; its material does not enter.

The classical condition can be checked. For a quantum oscillator, $k_BT$ is replaced by the mean thermal energy $hf/(e^x-1)$, with $x=hf/k_BT$ and the zero-point energy left out. For small $x$,
\begin{equation}
\frac{hf}{e^x-1}\simeq k_BT\left(1-\frac{x}{2}\right).
\end{equation}
The average of $x/2$ over a flat band from $0$ to $B$ is $hB/(4k_BT)$. Here $hB/k_BT=1.60\times10^{-5}$, so the thermally excited part of the noise lies below its classical value by a fraction $4.0\times10^{-6}$. The full variance $\langle V_C^2\rangle$ also contains the zero-point energy $hf/2$, which cancels the term $-x/2$ and leaves $k_BT(1+x^2/12)$, a rise of only $7\times10^{-12}$ over the band. Either correction can be ignored.

\subsection{(b) The rms current and the meaning of the bandwidth}

A filter with response $H(f)$ and unit peak gain passes the variance
\begin{equation}
i_{\rm rms}^2=\int_0^\infty S|H|^2df=4k_BTG\,B,\qquad
B=\int_0^\infty|H(f)|^2df .
\label{eq:rms}
\end{equation}
Thus $B$ is the noise-equivalent bandwidth, the width of the rectangular filter that passes the same noise. The numbers are
\begin{align}
k_BT&=(1.380649\times10^{-23}\ \mathrm{J/K})(300\ \mathrm{K})
=4.142\times10^{-21}\ \mathrm{J},\\
S&=4(4.142\times10^{-21}\ \mathrm{J})(10^{-5}\ \mathrm{S})
=1.657\times10^{-25}\ \mathrm{A^2/Hz},\\
i_{\rm rms}&=\sqrt{(1.657\times10^{-25}\ \mathrm{A^2/Hz})(10^8\ \mathrm{Hz})}
=4.07\times10^{-9}\ \mathrm{A}.
\end{align}
The thermal noise current is about \textbf{4.1 nA}. With no capacitance across the cell, the equivalent open-circuit noise voltage in the same bandwidth would be $i_{\rm rms}/G=0.407$ mV; a parallel capacitance lowers it.

If 100 MHz is instead the $-3$ dB frequency $f_c$ of a single-pole filter, then $|H|^2=1/[1+(f/f_c)^2]$ and
\begin{equation}
B=\int_0^\infty\frac{df}{1+(f/f_c)^2}=\frac{\pi}{2}f_c .
\end{equation}
The rms current is then larger by $\sqrt{\pi/2}$, which gives 5.10 nA. The slow fall of the response above $f_c$ lets in the additional noise.

\subsection{(c) Counting electrons, with and without bias}

Consider a tunnel contact in which electrons cross independently and rarely enough that each electrode stays in equilibrium. Let $q$ be the elementary charge and $f_F(E)=1/(e^{E/k_BT}+1)$ the Fermi function. An electron needs an occupied initial state and an empty final state. With bias $V$, the rates along and against the driving force are
\begin{align}
\Gamma_+&=\frac{G}{q^2}\int f_F(E)\,[1-f_F(E+qV)]\,dE,\\
\Gamma_-&=\frac{G}{q^2}\int f_F(E+qV)\,[1-f_F(E)]\,dE .
\end{align}
The prefactor is fixed by the mean current. The products of two Fermi functions cancel in the difference, and the area between two Fermi steps displaced by $qV$ is $qV$, so
\begin{equation}
q(\Gamma_+-\Gamma_-)=\frac Gq\int[f_F(E)-f_F(E+qV)]\,dE=GV=I .
\label{eq:current}
\end{equation}

At $V=0$ we use $f_F(1-f_F)=-k_BT\,df_F/dE$. Since $f_F$ falls from one to zero, the integral is $k_BT$, and
\begin{equation}
\Gamma_+=\Gamma_-=\frac{k_BTG}{q^2}=1.61\times10^{12}\ \mathrm{s^{-1}} .
\end{equation}
The mean current vanishes, but the two opposing streams fluctuate separately.

Average the current over a time $\tau$. Independent crossings have Poisson statistics, so each count has a variance equal to its mean, and the variances of the two streams add:
\begin{equation}
\operatorname{var}(\bar I)=\frac{q^2}{\tau^2}(\Gamma_++\Gamma_-)\tau
=\frac{q^2(\Gamma_++\Gamma_-)}{\tau}.
\label{eq:count}
\end{equation}
The averager weights the current by $1/\tau$ over a duration $\tau$. By Parseval's theorem, the integral of $|H|^2$ over both signs of frequency is $\tau(1/\tau)^2=1/\tau$. The positive half gives $B=1/(2\tau)$, or $\tau=5$ ns here. At zero bias, \eqref{eq:count} becomes $2k_BTG/\tau=4k_BTGB$, in agreement with \eqref{eq:rms}.

In each 5 ns interval, a mean of 8068 electrons crosses each way. A simulation that drew random Poisson counts with this mean for 400\,000 intervals gave an rms current of 4.071 nA, against 4.070 nA from the formula. The expected relative sampling error, $1/\sqrt{2\times400\,000}$, is about 0.1\%, so the two agree within it.

For nonzero bias, put $u=qV/k_BT$. Because $f_F/(1-f_F)=e^{-E/k_BT}$, the integrand of $\Gamma_+$ is $e^u$ times that of $\Gamma_-$ at every energy. Hence $\Gamma_+=e^u\Gamma_-$, and with \eqref{eq:current}
\begin{equation}
\Gamma_++\Gamma_-=\frac Iq\,\frac{e^u+1}{e^u-1}
=\frac Iq\coth\frac{qV}{2k_BT}.
\end{equation}
Equating \eqref{eq:count} to $SB=S/(2\tau)$ gives
\begin{equation}
S=2q^2(\Gamma_++\Gamma_-)=2qI\coth\frac{qV}{2k_BT}.
\label{eq:shot}
\end{equation}
For $qV\ll k_BT$, $\coth(u/2)\simeq2/u$ returns $4k_BTG$. For $qV\gg k_BT$ the backward stream dies out and $S\simeq2qI$, which is shot noise. At 0.2 V the current is $I=2.00\ \mu$A, and \eqref{eq:shot} gives an rms noise of 8.01 nA, about twice the thermal value. This assumes that the current is shared by many weakly transmitting channels. If a single spin-degenerate channel carried all of it, the transmission would be $Gh/(2q^2)=0.13$, no longer very small, and the noise would be about 7.6 nA.

A long resistor behaves differently. Model it as $N$ identical tunnel contacts in series, with the electrons returning to equilibrium at $T$ between contacts. Each contact has voltage $V/N$ and its own noise density $S_1=2qI\coth[qV/(2Nk_BT)]$. At fixed total voltage, the noise in the external current is the average of the $N$ independent noise currents, so its density is $S_1/N$:
\begin{equation}
S=\frac{2qI}{N}\coth\frac{qV}{2Nk_BT}
\;\longrightarrow\;\frac{2qI}{N}\,\frac{2Nk_BT}{qV}=4k_BTG
\qquad(N\to\infty).
\end{equation}
The thermal formula can therefore survive a read voltage when the voltage drop is spread over many equilibrated sections. It fails when a single tunnel gap takes the whole drop, and also in a conductor too short for the electrons to equilibrate inside it: a diffusive wire with elastic scattering alone gives about 5.7 nA at 0.2 V. In the series model ten sections still give 4.17 nA, and in a 5 nm filament each would be only 0.5 nm long.

\subsection{(d) A column of cells}

Independent noise currents add in variance, while the read currents add directly. The 128 conductances have mean 10 $\mu$S and sum $1280\ \mu$S. Neglecting wire resistance,
\begin{equation}
i_{\rm col}=\sqrt{4k_BTB\sum_jG_j}=\sqrt{128}\,(4.070\ \mathrm{nA})
=46.05\ \mathrm{nA}.
\end{equation}
With 0.2 V on every cell, the read current is $0.2\ \mathrm{V}\times1280\ \mu\mathrm{S}=256\ \mu$A. If the thermal density still holds under bias, the ratio of current to noise is about 5560, compared with 491 for one 10 $\mu$S cell. At fixed mean conductance, voltage and bandwidth, this ratio grows as the square root of the number of cells.

The sensitivity to a single stored value moves the other way. Switching one cell from 5 to 15 $\mu$S changes the column current by 2 $\mu$A. That is about 43 times the thermal noise of the column, and this factor falls as more cells are added.

\subsection{(e) What a real cell adds}

\paragraph{Temperature.} At 85 $^\circ$C, or 358.15 K, the factor $\sqrt T$ raises the thermal noise to 4.45 nA.

\paragraph{Joule heating.} Treat the filament as an ohmic cylinder of length $\ell$, cross-section $A$ and thermal conductivity $\kappa$, heated uniformly by the power $P=IV=0.40\ \mu$W. Let heat leave only through the ends, which stay at 300 K. The temperature rise $\theta$ obeys $\kappa A\,\theta''=-P/\ell$, so
\begin{equation}
\theta(z)=\frac{P\,z(\ell-z)}{2\kappa A\ell},\qquad
\bar\theta=\frac{P}{2\kappa A\ell}\,\frac{\ell^2}{6}=\frac{P\ell}{12\kappa A}.
\end{equation}
With an assumed $\kappa=1$ W/(m K), $\bar\theta=8.5$ K. A slice of resistance $R_j$ contributes voltage noise $4k_BT_jR_j$. Summing over equal slices and dividing by the squared total resistance gives $4k_BG$ times the mean temperature. The noise becomes 4.13 nA, a rise of 1.4\%. Heat lost sideways would reduce this; a smaller $\kappa$ would increase it, and so would a thermal resistance at the electrode interfaces. An assumed boundary conductance $h_b=10^8$ W/(m$^2$ K) adds $P/(2Ah_b)\simeq100$ K in this ends-only model, or brings the mean rise to about 15 K if heat also spreads into a surrounding oxide of the same $\kappa$. The ohmic cylinder is itself an idealisation: it implies a resistivity of 39 m$\Omega$ cm, far above that of a metal, and $G$ is only 0.13 of the conductance quantum $2q^2/h$. At a length of 5 nm the diffusive heat equation is itself only a rough guide, because heat carriers may cross the filament with few collisions.

\paragraph{Telegraph noise.} A defect that captures and releases charge can switch the current between two levels separated by $\Delta I$. If the upper level is occupied with probability $p$, the variance is $p(1-p)\Delta I^2$. For an assumed step of 5\% of the read current, $\Delta I=100$ nA, and at $p=1/2$ the rms value is 50 nA. This is about twelve times the thermal noise. It applies when the record is long enough to sample both levels and the bandwidth is large enough to follow the switching.

\paragraph{Amplifier.} A voltage noise $e_n=5$ nV/$\sqrt{\mathrm{Hz}}$ at the virtual ground drives current through the cell and an assumed line capacitance $C_\ell=100$ fF. The capacitive part grows with frequency, so the shape of the filter matters; for a rectangular passband from $0$ to $B$,
\begin{equation}
i_a^2=e_n^2\int_0^B\left[G^2+(2\pi fC_\ell)^2\right]df
=e_n^2B\left[G^2+\frac{(2\pi BC_\ell)^2}{3}\right].
\end{equation}
This gives $i_a=1.88$ nA for the cell and line alone; a feedback resistor equal to the cell resistance would raise it to about 2.07 nA. On the column of (d), $G$ becomes $1280\ \mu$S and the same $e_n$ gives 64 nA, more than the 46 nA of thermal noise. Separately, the thermal noise of such a resistor must be counted: a feedback resistor equal to the cell resistance and at the same temperature doubles the thermal variance, so cell and resistor together give 5.76 nA.

\paragraph{Comparison with real devices.} The conductance, read voltage and filament size are rough values for a hafnium-oxide cell in a fairly resistive state. The mean field, $0.2\ \mathrm{V}/5\ \mathrm{nm}=0.40$ MV/cm, is below the breakdown field of the oxide, which is roughly several MV/cm; if the drop concentrates in a gap of 1 nm or 0.5 nm, the local field is 2 or 4 MV/cm and that margin shrinks or vanishes. A 5 ns averaging time is short for reading an array; a longer one lowers the white noise as $1/\sqrt\tau$. Two assumptions are the least secure during a read: equilibrium and a steady conductance. In the models used here, giving up the first moves the noise from 4.1 to as much as 8.0 nA as the drop concentrates in one tunnel gap, and giving up the second brings in, for the assumed 5\% step, a separate contribution of up to 50 nA rms, which adds in variance. The value 4.1 nA is thus the thermal noise of the cell at zero bias, not a forecast of its total read noise. The numerical output below lists the main values.

\section*{Table of computed values}
\begin{verbatim}
Conductance: 10.0 uS
Noise-equivalent bandwidth: 100 MHz
Temperature: 300 K
Boltzmann constant: 1.380649e-23 J/K
Thermal energy kT: 4.14195e-21 J
Spectral density 4kTG: 1.65678e-25 A^2/Hz
Current variance 4kTGB: 1.65678e-17 A^2
RMS thermal current: 4.070 nA
RMS thermal current, converted: 4.070e-09 A
Equivalent open-circuit voltage: 0.407 mV
RMS if B is a single-pole -3 dB frequency: 5.101 nA
Tunnel rate each way at zero bias: 1.6136e+12 1/s
Averaging time: 5.00 ns
Mean electrons each way per average: 8068
Number of simulated averages: 400000
RMS current from electron counts: 4.071 nA
Read voltage: 0.20 V
Read current: 2.00 uA
Read current / thermal rms: 491
Cells in column: 128
Cell range: 5.0 to 15.0 uS
Column read current: 256.0 uA
Column thermal rms, formula: 46.05 nA
Column thermal rms, counts: 46.16 nA
Column current / thermal rms: 5559
hB/kT: 1.600e-05 (no unit)
Quantum loss of variance: 3.999e-06 (fraction)
Hot operating temperature: 358.15 K
Thermal rms when hot: 4.447 nA
Biased tunnel-contact rms: 8.009 nA
Assumed telegraph step: 5.0 %
Telegraph current step: 100.0 nA
Telegraph rms: 50.0 nA
Filament length: 5.0 nm
Filament diameter: 5.0 nm
Assumed thermal conductivity: 1.0 W/(m K)
Read power: 0.40 uW
Mean filament temperature rise: 8.49 K
Thermal rms with heating: 4.128 nA
Mean read field: 0.40 MV/cm
Amplifier voltage noise: 5.0 nV/sqrt(Hz)
Line capacitance: 100 fF
Amplifier-induced rms: 1.881 nA
Cell plus equal feedback resistor rms: 5.756 nA
\end{verbatim}
